# Van der Waals attraction between a sharp tip and a flat surface

## Problem

A force-microscope tip with apex radius $R=10$ nm stands in vacuum above a flat solid. The gap between the lowest point of the tip and the surface is $D=0.5$ nm, and the Hamaker constant of the pair of solids is $A=10^{-19}$ J.

Use the following model. Two atoms a distance $r$ apart, one in each solid, have the energy $-C/r^6$. The energies of all such pairs add. Both solids are smooth and uniform with $\rho$ atoms per volume, and $A=\pi^2C\rho^2$.

(a) Derive the attractive force for $D\ll R$ and evaluate it.

(b) Find which part of the tip supplies the force.

(c) Find the force if the tip is a complete sphere, and compare it with (a).

(d) The tip sits on a lever of stiffness $k$. Find the condition for holding the gap at rest.

(e) Estimate how far the main simplifications move the result.

Throughout, $F$ is the magnitude of the attraction.

## Solution

### (a) The force at small gap

**One atom above a plane of atoms.** The pair energy $-C/r^6$ gives an attractive force $6C/r^7$ along the line joining the atoms. Let an atom of the tip be at height $h$ above a plane with $\sigma$ atoms per area. Atoms in a ring of radius $q$ are at distance $r=\sqrt{q^2+h^2}$. Their sideways pulls cancel by symmetry, and the vertical part of each pull carries the factor $h/r$. Hence

$$
f_{\rm plane}=\sigma\int_0^\infty 2\pi q\,\frac{6Ch}{(q^2+h^2)^4}\,dq .
$$

With $u=q^2+h^2$ and $du=2q\,dq$,

$$
f_{\rm plane}=6\pi C\sigma h\int_{h^2}^{\infty}\frac{du}{u^4}
=6\pi C\sigma h\,\frac{1}{3h^6}=\frac{2\pi C\sigma}{h^5}.
$$

**One atom above the solid.** A layer of thickness $dz$ has $\sigma=\rho\,dz$. Adding the layers from distance $h$ downwards gives

$$
f(h)=\int_h^\infty\frac{2\pi C\rho}{z^5}\,dz=\frac{\pi C\rho}{2h^4}.
$$

**The whole tip.** Cut the tip into horizontal slices. The slice at height $s$ above the apex has area $S(s)$, contains $\rho S(s)\,ds$ atoms and lies at distance $D+s$ from the surface. Since $\pi C\rho^2=A/\pi$,

$$
F=\int\rho S(s)\,\frac{\pi C\rho}{2(D+s)^4}\,ds
=\frac{A}{2\pi}\int\frac{S(s)}{(D+s)^4}\,ds. \tag{1}
$$

For a sphere, the squared radius of the slice is $R^2-(R-s)^2=2Rs-s^2$. Near the apex $s\ll R$, so $S\simeq2\pi Rs$. The factor $(D+s)^{-4}$ suppresses slices much higher than $D$. When $D\ll R$ we may therefore use this area throughout and extend the integral to infinity. With $t=D+s$,

$$
\int_0^\infty\frac{s\,ds}{(D+s)^4}
=\int_D^\infty\left(\frac1{t^3}-\frac{D}{t^4}\right)dt
=\frac1{2D^2}-\frac1{3D^2}=\frac1{6D^2}.
$$

The prefactor is $(A/2\pi)(2\pi R)=AR$, so

$$
\boxed{F=\frac{AR}{6D^2}} \tag{2}
$$

For a paraboloid with apex radius $R$, $S=2\pi Rs$ holds at every height, and (2) then needs no small-gap approximation within the model.

**Numbers.** Because $1$ nN nm $=10^{-18}$ J, the Hamaker constant is $A=0.1$ nN nm. Then

$$
F=\frac{0.1\times10}{6\times(0.5)^2}\ {\rm nN}=0.67\ {\rm nN}=6.7\times10^{-10}\ {\rm N}.
$$

### (b) Where the force comes from

Stop the integral at height $s$. With $t=D+s$,

$$
\int_D^{t}\left(\frac1{t'^3}-\frac{D}{t'^4}\right)dt'
=\frac1{6D^2}-\frac1{2t^2}+\frac{D}{3t^3}.
$$

Dividing by the full value $1/(6D^2)$ gives the share of the force from below $s$:

$$
p(s)=1-3x^2+2x^3,\qquad x=\frac{D}{D+s}.
$$

At $s=D$ we have $x=1/2$ and $p=1-\tfrac34+\tfrac14=\tfrac12$. Half the force thus comes from the lowest 0.5 nm of the tip. The slice at that height has radius $\sqrt{2RD}=3.2$ nm. The lowest 2 nm supply 90 % of the force. For such a tip the force depends mainly on the apex, whose radius need not equal that of the tip seen at a coarser scale.

### (c) A complete sphere

Now keep $S=\pi(2Rs-s^2)=\pi s(2R-s)$ and integrate from $s=0$ to $2R$. Put $t=D+s$ and $L=D+2R$, so that $s=t-D$ and $2R-s=L-t$. The integral in (1), without the factor $\pi$, is

$$
I=\int_D^L\frac{(t-D)(L-t)}{t^4}\,dt
=\int_D^L\left[-\frac1{t^2}+\frac{D+L}{t^3}-\frac{DL}{t^4}\right]dt .
$$

Integrating term by term,

$$
I=\frac1L-\frac1D+\frac{D+L}{2}\left(\frac1{D^2}-\frac1{L^2}\right)
-\frac{DL}{3}\left(\frac1{D^3}-\frac1{L^3}\right).
$$

Over the common denominator $6D^2L^2$, each term contains the factor $L-D$:

$$
I=\frac{L-D}{6D^2L^2}\left[-6DL+3(L+D)^2-2(L^2+LD+D^2)\right].
$$

The bracket reduces to $L^2-2LD+D^2=(L-D)^2$. Since $L-D=2R$, $I=8R^3/(6D^2L^2)$. Multiplying by $(A/2\pi)\pi=A/2$,

$$
F_{\rm sphere}=\frac{2AR^3}{3D^2(D+2R)^2}
=\frac{AR}{6D^2}\left(\frac{2R}{2R+D}\right)^2. \tag{3}
$$

For $D\ll R$ the last factor tends to 1 and (2) returns. In the opposite limit, $D\gg R$, (3) tends to $2AR^3/(3D^4)$. This is the number of atoms in the sphere, $4\pi R^3\rho/3$, times the one-atom force $\pi C\rho/(2D^4)$, as it must be when all the atoms are at nearly the same distance.

Here the factor is $(20/20.5)^2=0.952$, so $F_{\rm sphere}=0.635$ nN. This is 4.8 % below the small-gap value. The second digit of 0.67 nN thus already depends on the shape assumed for the tip.

### (d) Holding the gap

Let $z_0$ be the height the tip would have without attraction. The attraction bends the lever down by $F/k$, so equilibrium at gap $D$ requires

$$
z_0=D+\frac{F(D)}{k}=D+\frac{AR}{6kD^2}.
$$

Its derivative is

$$
\frac{dz_0}{dD}=1-\frac{AR}{3kD^3}.
$$

The second derivative, $AR/(kD^4)$, is positive, so $z_0$ has a minimum at

$$
D_{\rm snap}=\left(\frac{AR}{3k}\right)^{1/3}.
$$

If the lever's base is lowered past this minimum, no equilibrium remains in the attractive model and the tip jumps towards the surface.

Stability follows from the net downward force at fixed $z_0$, which is $F(D)-k(z_0-D)$. Its derivative with respect to $D$ is $k-AR/(3D^3)$. If this is positive, a small downward displacement produces an upward net force, and the equilibrium is stable. The condition for holding the gap at rest is therefore

$$
k>\frac{AR}{3D^3}=\frac{0.1\times10}{3\times(0.5)^3}\ {\rm nN/nm}=2.7\ {\rm N/m}.
$$

A lever with $k=40$ N/m meets it and bends by $0.667/40=0.017$ nm. A soft lever with $k=0.2$ N/m snaps in at $D=(1/0.6)^{1/3}=1.2$ nm and cannot hold the required gap. These statements concern a lever at rest, without feedback that acts on the force. The condition gives local stability only: thermal motion can carry the tip over the energy barrier to the unstable equilibrium at smaller gap. In the energy $-AR/(6D)+\tfrac12k(z_0-D)^2$ this barrier at 300 K is about $0.02\,k_BT$ for $k=3$ N/m, $3\,k_BT$ for 5 N/m, $37\,k_BT$ for 10 N/m and $500\,k_BT$ for 40 N/m. At room temperature the lever must therefore be several times stiffer than the threshold. Other attractions add their gradients: for the full sphere with the 0.5 V contact potential of part (e), the threshold is 2.9 N/m and the soft lever snaps in at 1.26 nm.

### (e) What the simplifications cost

**Gap error.** Since $F\propto D^{-2}$, the gap must be known well. With $A$ and $R$ fixed, equation (2) gives 0.82 nN at 0.45 nm and 0.55 nN at 0.55 nm. An error of 0.05 nm thus changes the force by +23 % or −17 %.

**Tip shank.** Replace the upper part of the sphere by a long cone of half-angle $\theta=15^\circ$, joined tangentially at $s_j=R(1-\sin\theta)$. Above the joint the slice radius is $R\cos\theta+(s-s_j)\tan\theta$. Equation (1), integrated numerically, gives 0.636 nN, which is 0.2 % above the full sphere. The shank is far from the surface on the scale of $D$, so it adds little to the van der Waals force, which falls off steeply with distance.

**Atomic layers.** Let the sample consist of planes spaced $a=0.3$ nm apart, with its face half a spacing above the first plane. Each plane has $\sigma=\rho a$, and the plane law from part (a) replaces the half-space law:

$$
F_{\rm layers}=\frac{2Aa}{\pi}\int_0^{2R}S(s)\sum_{m=0}^{\infty}
\frac{ds}{\left[D+s+(m+\tfrac12)a\right]^5}.
$$

For the spherical tip this gives 0.585 nN, 7.8 % below the smooth sample. The sign follows from the curvature of $h^{-5}$: for a convex function, the value at the middle of a layer is less than its average over the layer. Both the size and the sign of the change depend on where the face of the solid is placed: a face closer to the first plane, at the same gap $D$, can make the force larger than for the smooth sample. With the face $0.4a$ above the first plane the change is already +3.6 %, and with the face at the first plane it is +78 %. The tip was kept smooth here; dividing it into planes by the same half-spacing rule reduces the change from −7.8 % to about −3 %.

**Contact potential.** Suppose that tip and sample are ideal conductors with a potential difference $V=0.5$ V. Locally they act as parallel plates with field $V/h$ and attraction $\epsilon_0V^2/(2h^2)$ per area. Near the apex $h=D+q^2/(2R)$, so $q\,dq=R\,dh$ and

$$
F_{\rm el}\simeq\int_0^\infty2\pi q\,\frac{\epsilon_0V^2}{2h^2}\,dq
=\pi\epsilon_0RV^2\int_D^\infty\frac{dh}{h^2}
=\frac{\pi\epsilon_0RV^2}{D}=0.14\ {\rm nN}.
$$

The full sphere can be treated with image charges. Define $\cosh\alpha=1+D/R$. Start with the charge $q_1=4\pi\epsilon_0RV$ at the centre, at height $y_1=R\cosh\alpha$ above the plane. A charge $q_n$ at height $y_n$ has the image $-q_n$ at $-y_n$. Restoring the sphere's potential then requires

$$
q_{n+1}=\frac{q_nR}{y_1+y_n},\qquad
y_{n+1}=y_1-\frac{R^2}{y_1+y_n}.
$$

The addition formulas for hyperbolic functions show that these relations are solved by $y_n=R\sinh\alpha\coth n\alpha$ and $q_n=q_1\sinh\alpha/\sinh n\alpha$. The capacitance is the total charge divided by $V$:

$$
C_{\rm el}=4\pi\epsilon_0R\sinh\alpha\sum_{n=1}^{\infty}\frac1{\sinh n\alpha}.
$$

At fixed voltage the attraction is $-\tfrac12V^2\,dC_{\rm el}/dD$, which gives 0.13 nN, or 19 % of the small-gap van der Waals force. It adds to the attraction for either sign of $V$. In this model, a bias that cancels $V$ removes it. The electric force is long-ranged, so the shank matters more for it: a conducting $15^\circ$ cone 10 µm long raises it by about 11 %, to 0.14 nN, and the lever itself adds a further pull.

**Retardation.** The pair law $r^{-6}$ assumes that the fields cross the gap quickly compared with the atomic oscillations. For a rough absorption wavelength $\lambda=100$ nm, the angular frequency is $2\pi c/\lambda$ and the round trip takes $2D/c$. The accumulated phase is $4\pi D/\lambda=0.06$ rad. Its smallness supports the unretarded law at this gap, but it is not itself a percentage correction to the force. Replacing $-C/r^6$ by the retarded Casimir–Polder pair law for atoms with a single resonance lowers the force on the sphere by about 0.5 % for $\lambda=100$ nm and 1.6 % for $\lambda=50$ nm.

**The real case.** The inputs are rough typical values for a sharp silicon tip above an oxidised silicon wafer in vacuum. They are not a calculated Hamaker constant for that pair. An oxide film can be as thick as the gap or thicker, so a uniform solid with a single $A$ is an approximation; at fixed geometry, any relative change in $A$ changes $F$ by the same fraction. The conductor estimate is likewise idealised for oxide-covered silicon. It implies a field of 1 V/nm in the gap. An oxide of total thickness $t$ and permittivity 3.9 replaces $D$ by $D+t/3.9$ in the small-gap formula, so 1 nm on each face halves the estimate to 0.07 nN. If the surfaces are depleted, 0.5 V spreads over about 25 nm at a doping of $10^{18}$ cm$^{-3}$, which is more than $R$, and the conductor picture then fails. Many-body screening, roughness, elastic deformation, short-range repulsion and chemical bonding are not computed here, and the last two can matter at gaps this small. In humid air a water meniscus may form, and its capillary force needs a separate calculation.

For the stated inputs the small-gap model gives 0.67 nN, while the shape, layer and gap estimates above show that a real force should not be predicted to two digits from them.

## Numbers as computed

```
Hamaker constant: 1.0e-19 J
Hamaker constant: 0.100 nN nm
Hamaker constant: 0.624 eV
Apex radius: 10.0 nm
Gap: 0.50 nm
Gap/radius: 0.050
Force, small-gap formula: 0.6667 nN
Force, small-gap formula, rounded: 0.67 nN
Force share from lowest 0.5 nm: 50.0 %
Force share from lowest 2.0 nm: 89.6 %
Paraboloid slice radius at s = D: 3.16 nm
Force, full sphere: 0.6345 nN
Full sphere relative to small-gap: -4.82 %
Cone half-angle: 15 degrees
Force, sphere plus cone: 0.6356 nN
Cone change from full sphere: 0.17 %
Layer spacing: 0.30 nm
Force, full sphere over layers: 0.5848 nN
Layer change from smooth: -7.8 %
Gap error: 0.05 nm
Force at smaller gap: 0.823 nN
Force at larger gap: 0.551 nN
Contact potential difference: 0.50 V
Electric force, small-gap estimate: 0.1391 nN
Electric force, image series: 0.1287 nN
Electric (images)/vdW (small-gap): 0.193
Absorption wavelength, rough: 100 nm
Round-trip phase: 0.0628 rad
Force gradient magnitude: 2.667 N/m
Stiff lever: 40.0 N/m
Stiff-lever bending: 0.0167 nm
Soft lever: 0.2 N/m
Soft-lever snap-in gap: 1.186 nm
```
